# Why Fermi-contact couplings diverge near a triplet instability: test program

```python
# Result under test: the static Fermi-contact coupling of a closed-shell molecule is
#   h J = - c_H c_D  d_H . (A+B)^-1 . d_D      (triplet A and B, real orbitals)
# so J has a pole where the lowest eigenvalue of A+B vanishes (triplet instability).
# Tamm-Dancoff response replaces A+B by A and has its own, later pole.
# d_K[a] = phi_occ(R_K) phi_a(R_K); c_K = (4 pi alpha^2/3) g_e gamma_K in atomic units.
# Molecule: HD, clamped nuclei. Distances in angstrom, energies in hartree, J in Hz.
from functools import lru_cache
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, dft, tdscf, fci, ao2mo

S_EXP = [0.08 * 3.0**k for k in range(10)]
P_EXP = [0.3, 1.2]
BASIS = {'H': [[0, [a, 1.0]] for a in S_EXP] + [[1, [a, 1.0]] for a in P_EXP]}


def const(name):
    return sc.physical_constants[name][0]


# gamma = moment / (spin * hbar); the atomic unit of moment is two Bohr magnetons
gamma_H = const('proton mag. mom. to Bohr magneton ratio') / 2 / 0.5
gamma_D = const('deuteron mag. mom. to Bohr magneton ratio') / 2 / 1.0
g_e = abs(const('electron g factor'))
contact = 4 * np.pi * sc.fine_structure**2 / 3 * g_e
c_H, c_D = contact * gamma_H, contact * gamma_D
PREF = c_H * c_D * const('hartree-hertz relationship')


def make_scf(mol, method, unrestricted=False):
    if method == 'HF':
        mf = scf.UHF(mol) if unrestricted else scf.RHF(mol)
    else:
        mf = dft.UKS(mol) if unrestricted else dft.RKS(mol)
        mf.xc = 'pbe0'
        mf.grids.atom_grid = {'H': (50, 110)}
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 200
    return mf


@lru_cache(maxsize=None)
def response(R, method):
    """Restricted SCF, triplet matrices A and B, and couplings at distance R."""
    mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, R)]], basis=BASIS, verbose=0)
    mf = make_scf(mol, method)
    mf.kernel()
    assert mf.converged
    occ, vir = mf.mo_coeff[:, 0], mf.mo_coeff[:, 1:]
    gaps = np.diag(mf.mo_energy[1:] - mf.mo_energy[0])
    half = np.einsum('pa,q->apq', vir, occ)
    dms = 2 * (half + half.transpose(0, 2, 1))
    v = np.asarray(mf.gen_response(singlet=False, hermi=1)(dms))
    coupling = np.einsum('bpq,pa,q->ab', v, vir, occ, optimize=True)
    eri = mol.intor('int2e')
    ii_ab = vir.T @ np.einsum('pqrs,p,q->rs', eri, occ, occ, optimize=True) @ vir
    ia_ib = vir.T @ np.einsum('pqrs,q,s->pr', eri, occ, occ, optimize=True) @ vir
    cx = 1.0 if method == 'HF' else mf._numint.hybrid_coeff(mf.xc)
    local = (coupling + cx * (ii_ab + ia_ib)) / 2
    if method == 'HF':      # explicit exchange formula against the SCF response code
        assert abs(local).max() < 1e-6
    A = gaps + local - cx * ii_ab
    B = local - cx * ia_ib
    A, B = (A + A.T) / 2, (B + B.T) / 2
    ao = mol.eval_gto('GTOval_sph', mol.atom_coords())
    phi = ao @ mf.mo_coeff
    d = phi[:, :1] * phi[:, 1:]
    lam, vec = np.linalg.eigh(A + B)
    return SimpleNamespace(
        mol=mol, mf=mf, occ=occ, vir=vir, A=A, B=B, d=d, ao=ao, phi=phi, cx=cx,
        lam=lam[0], soft=vec[:, 0], lamA=np.linalg.eigvalsh(A)[0],
        J=-PREF * d[0] @ np.linalg.solve(A + B, d[1]),
        J_tda=-PREF * d[0] @ np.linalg.solve(A, d[1]),
        omega2=np.linalg.eigvals((A - B) @ (A + B)).real.min())


def finite_field_J(R, method, strength=2e-3):
    """Contact field on D, spin density read at H, unrestricted SCF."""
    ref = response(R, method)
    u = make_scf(ref.mol, method, unrestricted=True)
    h = u.get_hcore()
    field = 0.5 * strength * np.outer(ref.ao[1], ref.ao[1])
    h_spin = np.array([h + field, h - field])
    plain_fock = u.get_fock
    u.get_fock = lambda h1e=None, *a, **k: plain_fock(h_spin, *a, **k)
    dm = np.outer(ref.occ, ref.occ)
    u.kernel(np.array([dm, dm]))
    assert u.converged
    dm = u.make_rdm1()
    spin_density = ref.ao[0] @ (dm[0] - dm[1]) @ ref.ao[0]
    return PREF * 0.5 * spin_density / strength


def symmetry_breaking(R, method):
    """Unrestricted minus restricted energy, started from a spin-polarized guess."""
    ref = response(R, method)
    mix = ref.vir @ ref.soft
    a = np.cos(0.5) * ref.occ + np.sin(0.5) * mix
    b = np.cos(0.5) * ref.occ - np.sin(0.5) * mix
    u = make_scf(ref.mol, method, unrestricted=True)
    u.conv_tol, u.conv_tol_grad = 1e-10, 1e-5
    u.kernel(np.array([np.outer(a, a), np.outer(b, b)]))
    return u.e_tot - ref.mf.e_tot


def full_ci(R):
    """Two-electron full CI: ground singlet, all triplets, contact coupling."""
    ref = response(R, 'HF')
    C = ref.mf.mo_coeff
    n = C.shape[1]
    h = C.T @ ref.mf.get_hcore() @ C
    eri = ao2mo.kernel(ref.mol, C, compact=False).reshape(n, n, n, n)
    one = np.eye(n)
    G = (np.einsum('pr,qs->pqrs', h, one) + np.einsum('pr,qs->pqrs', one, h)
         + eri.transpose(0, 2, 1, 3))
    p, q = np.triu_indices(n)
    w = np.where(p == q, np.sqrt(0.5), 1.0)
    rows = G[p, q]
    HS = w[:, None] * w * (rows[:, p, q] + rows[:, q, p])
    e0, x = eigh(HS, subset_by_index=[0, 0])
    e0 = e0[0]
    psi = np.zeros((n, n))
    psi[p, q] = x[:, 0] * np.where(p == q, 1.0, np.sqrt(0.5))
    psi[q, p] = psi[p, q]
    p, q = np.triu_indices(n, 1)
    rows = G[p, q]
    HT = rows[:, p, q] - rows[:, q, p]
    b = []
    for k in range(2):
        D = np.outer(ref.phi[k], ref.phi[k])
        b.append(np.sqrt(0.5) * (D @ psi - psi @ D)[p, q])
    J = -2 * PREF * b[0] @ np.linalg.solve(HT - e0 * np.eye(len(p)), b[1])
    enuc = ref.mol.energy_nuc()
    A_det = HT[:n-1, :n-1] - (ref.mf.e_tot - enuc) * np.eye(n - 1)
    gap = eigh(HT, eigvals_only=True, subset_by_index=[0, 0])[0] - e0
    return SimpleNamespace(J=J, gap=gap, e=e0 + enuc, A_det=A_det)


def find_pole(method, key):
    def f(R):
        return getattr(response(R, method), key)
    grid = [round(1.0 + 0.4 * k, 2) for k in range(12)]
    assert f(grid[0]) > 0
    for left, right in zip(grid, grid[1:]):
        if f(right) < 0:
            return brentq(f, left, right, xtol=1e-4)
    raise AssertionError('no sign change found')


table_R = [0.74, 1.0, 1.4, 1.8, 2.2]
methods = ['HF', 'PBE0']
ci = {R: full_ci(R) for R in table_R + [3.0]}

# response formula against finite-field unrestricted calculations
ff = {m: finite_field_J(1.0, m) for m in methods}
for m in methods:
    assert abs(ff[m] / response(1.0, m).J - 1) < 2e-3

# Hartree-Fock A is the triplet determinant Hamiltonian minus the restricted energy
for R in (1.0, 2.2):
    assert abs(ci[R].A_det - response(R, 'HF').A).max() < 1e-5
assert np.linalg.eigvalsh(response(1.0, 'HF').B).max() < 1e-9
assert abs(fci.FCI(response(1.0, 'HF').mf).kernel()[0] - ci[1.0].e) < 1e-6

# hybrid excitation energies against an iterative solver
hyb = response(1.0, 'PBE0')
for solver, mine in ((tdscf.TDA, hyb.lamA), (tdscf.TDDFT, np.sqrt(hyb.omega2))):
    td = solver(hyb.mf)
    td.singlet, td.nstates = False, 3
    td.kernel()
    assert abs(np.min(td.e) - mine) < 1e-4

# poles, and the onset of spin-polarized solutions at the poles of (A+B)^-1
pole = {m: find_pole(m, 'lam') for m in methods}
pole_tda = {m: find_pole(m, 'lamA') for m in methods}
assert pole['HF'] < pole['PBE0']
drop = {}
for m in methods:
    assert pole[m] < pole_tda[m]
    drop[m] = (symmetry_breaking(pole[m] - 0.08, m),
               symmetry_breaking(pole[m] + 0.08, m))
    assert abs(drop[m][0]) < 1e-6 and drop[m][1] < -1e-5
    assert response(pole[m] - 0.02, m).J > 0 > response(pole[m] + 0.02, m).J
assert (response(pole_tda['HF'] - 0.02, 'HF').J_tda > 0
        > response(pole_tda['HF'] + 0.02, 'HF').J_tda)

# pole law and soft-mode frequency for Hartree-Fock
step = 0.01
at, lo, hi = (response(pole['HF'] + s, 'HF') for s in (0.0, -step, step))
residue = -PREF * (at.soft @ at.d[0]) * (at.soft @ at.d[1])
slope = (hi.lam - lo.lam) / (2 * step)
law = residue / (abs(slope) * step)
odd_part = (lo.J - hi.J) / 2
assert abs(odd_part / law - 1) < 0.03
omega2_law = lo.lam / (lo.soft @ np.linalg.solve(lo.A - lo.B, lo.soft))
assert abs(lo.omega2 / omega2_law - 1) < 0.03 and hi.omega2 < 0

# full CI: positive gap, smooth growth, long-range law from the atomic contact density
atom = gto.M(atom='H 0 0 0', basis=BASIS, spin=1, verbose=0)
e_at, c_at = eigh(atom.intor('int1e_kin') + atom.intor('int1e_nuc'),
                  atom.intor('int1e_ovlp'))
rho_atom = (atom.eval_gto('GTOval_sph', np.zeros((1, 3))) @ c_at[:, 0])[0]**2
assert abs(rho_atom * np.pi - 1) < 0.05
long_law = 2 * PREF * (rho_atom / 2)**2 / ci[3.0].gap
assert abs(ci[3.0].J / long_law - 1) < 0.10
ci_R = sorted(ci)
assert all(ci[R].gap > 0 for R in ci_R)
assert all(ci[a].gap > ci[b].gap for a, b in zip(ci_R, ci_R[1:]))
assert all(ci[a].J < ci[b].J for a, b in zip(ci_R[1:], ci_R[2:]))

print(f'basis functions in HD: {response(1.0, "HF").mol.nao}')
print(f's exponents: {S_EXP[0]:.2f} to {S_EXP[-1]:.1f} bohr^-2, ratio 3')
print(f'p exponents: {P_EXP[0]}, {P_EXP[1]} bohr^-2')
print(f'PBE0 exchange fraction: {hyb.cx:.2f}')
print(f'gamma_H = {gamma_H:.5e}, gamma_D = {gamma_D:.5e} a.u.')
print(f'c_H = {c_H:.4e}, c_D = {c_D:.4e} a.u.')
print(f'prefactor c_H c_D / h = {PREF:.2f} Hz per a.u. of response')
print(f'H atom contact density: {rho_atom:.5f} bohr^-3 (exact {1/np.pi:.5f})')
print('J in Hz: R/angstrom, HF, HF-TDA, PBE0, PBE0-TDA, full CI')
for R in table_R:
    a, b = response(R, 'HF'), response(R, 'PBE0')
    print(f'  {R:.2f} {a.J:9.1f} {a.J_tda:9.1f} {b.J:9.1f} {b.J_tda:9.1f}'
          f' {ci[R].J:9.1f}')
print('lowest eigenvalues in hartree: R/angstrom, HF A+B, HF A,')
print('  PBE0 A+B, PBE0 A, full-CI singlet-triplet gap')
for R in table_R:
    a, b = response(R, 'HF'), response(R, 'PBE0')
    print(f'  {R:.2f} {a.lam:9.4f} {a.lamA:9.4f} {b.lam:9.4f} {b.lamA:9.4f}'
          f' {ci[R].gap:9.4f}')
for m in methods:
    r = response(1.0, m)
    amp = r.soft @ r.d[0], r.soft @ r.d[1]
    sign = np.sign(amp[0])
    assert amp[0] * amp[1] < 0 and abs(amp[0] + amp[1]) < 1e-3 * abs(amp[0])
    part = -PREF * amp[0] * amp[1] / r.lam
    print(f'{m} at 1.00 angstrom: finite-field J = {ff[m]:.2f} Hz,'
          f' response J = {r.J:.2f} Hz')
    print(f'  soft-mode amplitudes at H, D: {sign*amp[0]:.4f},'
          f' {sign*amp[1]:.4f} bohr^-3')
    print(f'  soft-mode part {part:.1f} Hz, all other modes {r.J - part:.1f} Hz')
    print(f'  soft-mode expectation of B: {r.soft @ r.B @ r.soft:.4f} hartree')
for m in methods:
    print(f'{m} pole: A+B at {pole[m]:.3f}, TDA at {pole_tda[m]:.3f} angstrom')
    print(f'  E(unrestricted)-E(restricted), 0.08 angstrom before and after:')
    print(f'  {drop[m][0]:.1e} and {drop[m][1]:.2e} hartree')
print(f'HF slope of eigenvalue at pole: {slope:.4f} hartree/angstrom')
print(f'HF residue r: {residue:.3f} Hz hartree')
print(f'HF J 0.01 angstrom before, after pole: {lo.J:.0f}, {hi.J:.0f} Hz')
print(f'  half difference {odd_part:.0f} Hz, pole law {law:.0f} Hz')
print(f'HF omega^2 before, after: {lo.omega2:.3e}, {hi.omega2:.3e} hartree^2')
print(f'  soft-mode formula before: {omega2_law:.3e} hartree^2')
print(f'full CI at 3.00 angstrom: gap {ci[3.0].gap:.3e} hartree')
print(f'  J = {ci[3.0].J:.0f} Hz, long-range law {long_law:.0f} Hz')
print('all good')
```

Running it gives:

```
basis functions in HD: 32
s exponents: 0.08 to 1574.6 bohr^-2, ratio 3
p exponents: 0.3, 1.2 bohr^-2
PBE0 exchange fraction: 0.25
gamma_H = 1.52103e-03, gamma_D = 2.33488e-04 a.u.
c_H = 6.7935e-07, c_D = 1.0428e-07 a.u.
prefactor c_H c_D / h = 466.14 Hz per a.u. of response
H atom contact density: 0.31342 bohr^-3 (exact 0.31831)
J in Hz: R/angstrom, HF, HF-TDA, PBE0, PBE0-TDA, full CI
  0.74      51.7      30.8      43.0      30.3      39.0
  1.00     137.5      50.1      79.4      46.7      66.3
  1.40    -181.6     128.5     470.7      92.1     147.8
  1.80     -66.9    -497.5    -194.8     318.5     399.3
  2.20     -48.1    -110.2    -104.8    -519.5    1232.3
lowest eigenvalues in hartree: R/angstrom, HF A+B, HF A,
  PBE0 A+B, PBE0 A, full-CI singlet-triplet gap
  0.74    0.2683    0.3679    0.3097    0.3745    0.3898
  1.00    0.1051    0.2327    0.1752    0.2582    0.2638
  1.40   -0.0709    0.0790    0.0270    0.1199    0.1254
  1.80   -0.1810   -0.0186   -0.0627    0.0329    0.0507
  2.20   -0.2533   -0.0808   -0.1173   -0.0199    0.0177
HF at 1.00 angstrom: finite-field J = 137.58 Hz, response J = 137.54 Hz
  soft-mode amplitudes at H, D: 0.1777, -0.1777 bohr^-3
  soft-mode part 140.0 Hz, all other modes -2.4 Hz
  soft-mode expectation of B: -0.1363 hartree
PBE0 at 1.00 angstrom: finite-field J = 79.44 Hz, response J = 79.41 Hz
  soft-mode amplitudes at H, D: 0.1696, -0.1696 bohr^-3
  soft-mode part 76.5 Hz, all other modes 2.9 Hz
  soft-mode expectation of B: -0.0886 hartree
HF pole: A+B at 1.216, TDA at 1.708 angstrom
  E(unrestricted)-E(restricted), 0.08 angstrom before and after:
  1.8e-12 and -1.89e-03 hartree
PBE0 pole: A+B at 1.501, TDA at 2.025 angstrom
  E(unrestricted)-E(restricted), 0.08 angstrom before and after:
  1.8e-12 and -1.15e-03 hartree
HF slope of eigenvalue at pole: -0.4283 hartree/angstrom
HF residue r: 13.560 Hz hartree
HF J 0.01 angstrom before, after pole: 3159, -3173 Hz
  half difference 3166 Hz, pole law 3166 Hz
HF omega^2 before, after: 1.209e-03, -1.169e-03 hartree^2
  soft-mode formula before: 1.210e-03 hartree^2
full CI at 3.00 angstrom: gap 1.645e-03 hartree
  J = 13848 Hz, long-range law 13915 Hz
all good
```
